# Separating linear and Joule-heating voltages with lock-in harmonics

## The number that has to be chosen

A nickel Hall bar carries an alternating current, and its transverse voltage is to be converted into an anomalous Nernst coefficient. The conversion divides the part of the voltage that is quadratic in current by the temperature gradient and the strip width. For the model bar treated below, three candidates for the quadratic coefficient come from the same set of records: 5.52, −0.61 and 3.06 nV/mA². The first would give a Nernst coefficient of 0.36 µV/K, the second a negative one, and the third 0.20 µV/K, which is the value put into the model. The choice depends on which part of the quadratic voltage reverses with the magnetization, and all three values rest on reading the correct lock-in channel with the correct sign.

The starting model is

\[
V=aI+bI^2 ,\qquad I=I_0\sin\omega t ,
\]

where \(I_0\) is the peak current. The term \(aI\) contains the resistive voltage. Joule heat is proportional to \(I^2\), so a thermoelectric voltage proportional to the resulting temperature difference contributes to \(bI^2\). For now the heating follows the current without delay, and higher powers of \(I\) are negligible. The algebra contains no physical constants and holds unchanged in atomic units.

## First attempt: read the in-phase channel twice

A lock-in amplifier multiplies the voltage by a reference and averages. With peak values and averaging over whole periods \(T=2\pi/\omega\), its two outputs at harmonic \(n\) are

\[
X_n=\frac2T\int_0^T V\sin(n\omega t)\,dt,\qquad
Y_n=\frac2T\int_0^T V\cos(n\omega t)\,dt .
\]

The naive scheme takes \(a\) from the in-phase output \(X_1\) and \(b\) from the in-phase output \(X_2\). To see what happens, insert the current and use \(\sin^2\omega t=(1-\cos2\omega t)/2\):

\[
V=\frac{bI_0^2}{2}+aI_0\sin\omega t-\frac{bI_0^2}{2}\cos2\omega t .
\]

Over a full period, different harmonics are orthogonal, sine and cosine are orthogonal, and the square of each averages to 1/2. The factor \(2/T\) therefore returns the coefficient of each component:

\[
X_1=aI_0,\quad Y_1=0,\quad X_2=0,\quad Y_2=-\frac{bI_0^2}{2}.
\]

The naive scheme finds \(a\) but reads zero for \(b\), whatever the heating. The correct pair is

\[
a=\frac{X_1}{I_0},\qquad b=-\frac{2Y_2}{I_0^2}.
\]

The shift follows from \(\sin(x-\pi/2)=-\cos x\): for \(b>0\), the second harmonic is \((bI_0^2/2)\sin(2\omega t-\pi/2)\). It lags the reference \(\sin2\omega t\) by 90 degrees of its own cycle, or \(T/8\) in time. This is not a thermal delay. The heating peaks at both current extremes, \(t=T/4\) and \(3T/4\), where \(\sin2\omega t\) vanishes. For \(b<0\) the phase is +90 degrees.

Many instruments display rms values. Then \(X_{1,\rm rms}=aI_0/\sqrt2\) and \(I_{\rm rms}=I_0/\sqrt2\), so \(a=X_{1,\rm rms}/I_{\rm rms}\). For the second harmonic,

\[
Y_{2,\rm rms}=-\frac{bI_0^2}{2\sqrt2}=-\frac{bI_{\rm rms}^2}{\sqrt2},
\qquad
b=-\sqrt2\,\frac{Y_{2,\rm rms}}{I_{\rm rms}^2},
\]

because \(I_0^2=2I_{\rm rms}^2\).

## The reference is not aligned with the current

Now let the current be \(I_0\sin(\omega t+\phi)\) relative to the reference. Combine the outputs as \(Z_n=X_n+iY_n\). Expanding the first harmonic gives

\[
aI_0(\cos\phi\sin\omega t+\sin\phi\cos\omega t)
\;\Rightarrow\; Z_1=aI_0e^{i\phi}.
\]

With \(B=bI_0^2/2\), the second harmonic is

\[
-B\cos(2\omega t+2\phi)
=B\sin2\phi\,\sin2\omega t-B\cos2\phi\,\cos2\omega t ,
\]

so that

\[
Z_2=B(\sin2\phi-i\cos2\phi)=-iBe^{2i\phi}.
\]

The phase error doubles. Reading \(Y_2\) alone multiplies \(b\) by \(\cos2\phi\). The remedy is to take \(\phi\) from \(Z_1\) and rotate back:

\[
b=\frac{2}{I_0^2}\,\mathrm{Re}\left[iZ_2e^{-2i\phi}\right].
\]

If \(a\) is negative, the angle of \(Z_1\) is \(\phi+\pi\). The extra \(2\pi\) in the doubled angle has no effect, so \(b\) keeps its correct sign. The sign of \(a\) itself needs a known current polarity.

A cosine current is the case \(\phi=\pi/2\), for which \(Z_2=+iB\): the second harmonic is \(+B\cos2\omega t\), in phase with a cosine reference. The 90 degrees thus belongs to the sine convention.

This correction assumes one common time shift. An amplifier whose phase at \(2\omega\) is not twice its phase at \(\omega\) must be calibrated at both frequencies.

## The heat arrives late

Suppose the thermal voltage \(\theta\) has one relaxation time \(\tau\):

\[
\tau\frac{d\theta}{dt}+\theta=bI^2+gI,\qquad V=aI+\theta .
\]

The term \(gI\) represents Peltier heating: heat released at a junction in proportion to \(I\) produces a temperature difference, and hence a Seebeck voltage, linear in \(I\). As long as powers above the second are negligible, harmonics therefore sort voltages by power of the current, not by mechanism. Without lag, the first harmonic gives \(a+g\), and no phase setting separates the two.

To solve for the periodic state, write each harmonic as \(\mathrm{Im}(Z_ne^{in\omega t})\), which equals \(X_n\sin n\omega t+Y_n\cos n\omega t\). A time derivative multiplies \(Z_n\) by \(in\omega\). With the reference aligned, the drive has components \(gI_0\) and \(-iB\), so

\[
Z_1=aI_0+\frac{gI_0}{1+i\omega\tau},\qquad
Z_2=\frac{-iB}{1+2i\omega\tau}.
\]

Put \(u=2\omega\tau\) and multiply numerator and denominator of \(Z_2\) by \(1-iu\):

\[
X_2=-\frac{Bu}{1+u^2},\qquad Y_2=-\frac{B}{1+u^2}.
\]

Hence \(X_2^2+Y_2^2=B^2/(1+u^2)\), and division by \(Y_2\) removes the unknown \(u\):

\[
b=-\frac{2}{I_0^2}\,\frac{X_2^2+Y_2^2}{Y_2}.
\]

A direct time integration with \(b=0.6\) and \(\omega\tau=0.4\), in dimensionless units, tests this. The channel \(Y_2\) alone gives 0.366, which is \(0.6/(1+0.8^2)\); the two channels together return 0.600.

For \(u\ll1\) the simple formula is recovered. For \(u\gg1\), \(Y_2\) falls as \(1/u^2\) and the phase approaches −180 degrees for \(b>0\), or zero for \(b<0\), so the division amplifies noise and a lower frequency is the better remedy. The formula also requires that the whole second harmonic pass through the same single relaxation, and that \(\phi\) be known independently. A lagging \(g\) term rotates \(Z_1\), and its angle then no longer gives \(\phi\).

## The resistance warms up

Heating also changes the resistance, which produces a term \(cI^3\). Changes in the thermal coefficients produce \(dI^4\). The required identities follow from the one already used:

\[
\sin^3x=\tfrac12\sin x-\tfrac12\sin x\cos2x
=\tfrac34\sin x-\tfrac14\sin3x ,
\]

\[
\sin^4x=\tfrac14(1-\cos2x)^2
=\tfrac38-\tfrac12\cos2x+\tfrac18\cos4x .
\]

The apparent coefficients, obtained by applying the simple formulas, become

\[
a_{\rm app}=a+\tfrac34cI_0^2,\qquad b_{\rm app}=b+dI_0^2 .
\]

The factor 3/4 assumes instantaneous heating. If the temperature is too slow to oscillate, it stays at half its instantaneous peak, and the factor is 1/2. A correction that works in both cases uses the scaling with current. To leading order the temperature rise is proportional to \(I_0^2\), with a waveform that does not depend on \(I_0\). Its product with the current is proportional to \(I_0^3\), so \(Z_1/I_0=a+kI_0^2\) after phase alignment, with \(k\) complex if there is lag. Measuring also at half the current gives \(a+kI_0^2/4\), and

\[
a=\frac{4a_{\rm app}(I_0/2)-a_{\rm app}(I_0)}{3}.
\]

With lag, this combination is applied to the complex ratios. The frequency is the same in both measurements.

A dc offset \(I_{\rm dc}\) in the source mixes odd and even terms. In \(c(I_{\rm dc}+I_0\sin\omega t)^3\), the part containing \(\sin^2\omega t\) is \(3cI_{\rm dc}I_0^2\sin^2\omega t\), so with instantaneous heating \(b_{\rm app}\) changes by \(3cI_{\rm dc}\). Thermal lag makes this change smaller.

## The quadratic voltage has two sources

In the Hall bar, current and magnetization lie along the strip, and heat flows down into the substrate. The anomalous Nernst voltage then appears across the width and reverses with the magnetization. If the junctions between the nickel and the contact metal sit at the two edges and one edge is warmer than the other, the contacts also pick up an ordinary Seebeck voltage, which does not reverse. What counts is the temperature difference between the two junctions; nickel arms leading to junctions at equal temperature give none. Both are quadratic in current, and no harmonic separates them. Two measurements with opposite magnetization do:

\[
b_\pm=b_{\rm even}\pm b_{\rm odd},\qquad
b_{\rm odd}=\frac{b_+-b_-}{2},\qquad
b_{\rm even}=\frac{b_++b_-}{2}.
\]

The size of \(b_{\rm odd}\) follows from the heat equation. Let \(z\) be the depth below the top surface, \(t_f\) the film thickness, \(\rho\) the resistivity, \(\kappa\) the thermal conductivity and \(j=I/(wt_f)\) the current density in a strip of width \(w\). With uniform heating \(j^2\rho\) and no heat leaving through the top, the downward flux at depth \(z\) is \(j^2\rho z\). The gradient is \(j^2\rho z/\kappa\), and its mean over the film is \(j^2\rho t_f/(2\kappa)\). With Nernst coefficient \(S_N\),

\[
V_N=S_Nw\,\frac{j^2\rho t_f}{2\kappa},\qquad
b_{\rm odd}=\frac{S_N\rho}{2\kappa wt_f}.
\]

At fixed current, a smaller cross-section raises the signal. At fixed current density, the signal grows in proportion to \(wt_f\), as long as \(S_N\), \(\rho\) and \(\kappa\) do not change. In films this thin \(\rho\) usually falls as \(t_f\) grows, and with the Wiedemann–Franz law \(\rho/\kappa\propto\rho^2\), so the real gain with thickness can be much smaller. The formula also takes the current as uniform across the strip, which requires voltage arms much narrower than \(w\). In a cross the current spreads into the arms, and the signal is lower by about 6% for arms of width \(w/2\) and about 17% for arms of width \(w\).

## A nickel Hall bar in numbers

The strip is 5000 nm wide and 20 nm thick and carries a peak current of 10 mA at 137 Hz. The current density is \(10\ \mathrm{mA}/(5000\times20\ \mathrm{nm^2})=10^7\) A/cm². The resistivity is 15 µΩ cm, and the Wiedemann–Franz law at 300 K gives \(\kappa=48.9\) W/(m K). In SI units the mean gradient is

\[
\frac{(10^{11})^2(1.5\times10^{-7})(20\times10^{-9})}{2\times48.86}
=3.07\times10^5\ \mathrm{K/m},
\]

or 0.307 K/µm. With \(S_N=0.2\) µV/K, the peak Nernst voltage is \(0.2\times0.307\times5=0.307\) µV. Division by 100 mA² gives \(b_{\rm odd}=3.07\) nV/mA².

The estimated peak temperature rise is 4.08 K. Of this, 2.14 K falls across 100 nm of oxide. The rest is radial spreading from a narrow strip into 500 µm of silicon, estimated with a simple logarithm. The full static solution for the slab raises the total to about 4.2 K, and each interface resistance, neglected here, adds roughly 0.2 K, so the figure is good to about 10%. It serves as the model input. An edge-to-edge difference of 0.3% of the total rise, with a relative Seebeck coefficient of 20 µV/K, gives 244.5 nV and \(b_{\rm even}=2.445\) nV/mA². A 50 nm misalignment of the voltage contacts supplies \(a=\rho\times50\ \mathrm{nm}/(wt_f)=75\) mΩ.

Simulated records of 100 s contain these terms, the cubic heating term, a reference phase of 7 degrees and white noise of 5 nV/√Hz. White noise with one-sided density \(e_n^2\) has correlation \((e_n^2/2)\delta(t-t')\). Over a measuring time \(T_m\), the variance of either output is

\[
\frac{4}{T_m^2}\cdot\frac{e_n^2}{2}\cdot\frac{T_m}{2}=\frac{e_n^2}{T_m}.
\]

The output noise is therefore \(5/\sqrt{100}=0.5\) nV, and the noise in one \(b\) is \(2\times0.5/100=0.010\) nV/mA².

The apparent \(a\) is 75.688 mΩ at full current and 75.172 mΩ at half current. The combination \((4\times75.172-75.688)/3\) gives 75.00 mΩ, the input value. The uncorrected error of 0.9% relative to \(a\) agrees with \(\tfrac34\times0.003\times4.08\), where 0.003 per kelvin is the temperature coefficient of resistance.

For one magnetization direction the second harmonic is 275.9 nV at −90.1 degrees after phase correction, so \(b_+=2\times275.9/100=5.52\) nV/mA². Without the correction the result is 5.355, lower by 3%, as \(\cos14^\circ\) requires. For the other direction the amplitude is 30.5 nV at +89.0 degrees, so \(b_-=-0.61\) nV/mA². The departure of one degree from 90 is comparable with the noise ratio \(0.5/30.5\), or 0.9 degrees. Then

\[
b_{\rm odd}=\frac{5.517+0.609}{2}=3.063,\qquad
b_{\rm even}=\frac{5.517-0.609}{2}=2.454
\]

in nV/mA², each within about 0.01 of its input. In atomic units, \(a=1.83\times10^{-5}\) and \(b_{\rm odd}=4.94\times10^{-9}\).

The phase carries essential information here. Someone who records amplitudes alone takes \(b_-\) as +0.609 and obtains 2.454 for the odd part, 20% below the correct result, with the odd and even values interchanged.

## What the scheme still leaves in the answer

Reversal removes second-harmonic errors that are the same for both magnetization directions. A relative source distortion of \(10^{-5}\) at \(2\omega\) acts through \(a\) and produces 7.5 nV, about 5% of the 153.5 nV Nernst harmonic. A dc offset of 1 µA produces 1.4 nV. Both cancel if the source, \(a\) and \(c\) are unchanged on reversal.

The magnetic field of the current is more troublesome. Its component across the strip has opposite signs at the top and bottom surfaces, about 1.26 mT in size, and averages to zero for uniform current. If 1% of it remains unbalanced in an applied field of 1 T, the magnetization tilts by \(1.26\times10^{-5}\) rad. With an assumed resistivity anisotropy of 2%, the planar Hall voltage is 19 nV at peak current, or 6% of the peak Nernst voltage. It is quadratic in current, because the tilt and the current each supply one factor. It is also odd, because the planar Hall voltage depends on the product of the longitudinal and transverse magnetization, and only the longitudinal factor reverses. Reversal does not remove it. The tilt falls as \(1/(H+H_k)\) with applied field \(H\), where the shape anisotropy of this strip gives \(\mu_0H_k\approx5\) mT. For \(H\gg H_k\), and if the Nernst part is saturated and has no field-linear contribution, \(2b_{\rm odd}(2H)-b_{\rm odd}(H)\) removes it up to a fraction of about \(H_k/2H\): 0.3% of the term at 1 T and 3% at 0.1 T.

Heating changes the quadratic coefficient \(b_{\rm odd}\) by an estimated 1.1% at peak rise, with \(S_N\) held fixed. Extrapolating \(b\) from two currents would remove this. But at half current the noise in \(b\) is four times larger, so the extrapolated noise is \(\sqrt{(16/3)^2+(1/3)^2}=5.3\) times that of one full-current record. For the odd part this is 0.038 nV/mA², against a bias of 0.033. With 100 s records the extrapolation gains nothing; with much longer ones it does.

The estimated lag of the film and oxide is 0.001 degrees, so the simple formula suffices for the Nernst part. The silicon responds more slowly. It delays the \(2\omega\) part of the total temperature rise by a little under 4 degrees (3.6 in the simple estimate) and lowers its amplitude by 6 to 7% relative to the static value. The simulated records neglect both effects, which enter the Seebeck part and the resistance heating.

The material values are rough typical ones for a thin nickel film, and \(10^7\) A/cm² is a high current density for a continuous measurement. The conversion to \(S_N\) also assumes that all heat leaves downward, which a heat-conducting layer on top of the film would break. If a fraction \(f\) leaves through the top, the flux is shifted by \(-fj^2\rho t_f\) throughout the film, and the mean gradient is multiplied by \(1-2f\). A 5% loss lowers \(b_{\rm odd}\) by 10%. Heat conduction by the lattice, absent from the Wiedemann–Franz value, acts in the same direction: an addition of 10% to \(\kappa\) lowers \(b_{\rm odd}\) by 9%. That figure holds if electrons and lattice share one temperature. The Joule heat enters the electrons, which cannot carry it into the oxide and hand it to the lattice within a length \(\lambda=[G(1/\kappa_e+1/\kappa_p)]^{-1/2}\) of the bottom face, where \(G\) is the electron–phonon coupling and \(\kappa_e\), \(\kappa_p\) are the electronic and lattice conductivities. The mean electron gradient is then reduced by a further factor \(1-(2\lambda/t_f)\tanh(t_f/2\lambda)\). For \(\kappa_p=0.1\kappa_e\) and rough values of \(G\) between \(1.05\times10^{18}\) and \(3.6\times10^{17}\) W/(m³ K), \(\lambda\) is 2 to 3.5 nm and the factor is 0.79 to 0.65. In the other direction, the Wiedemann–Franz law can overestimate \(\kappa\), by roughly 10% in bulk nickel at 300 K. All these shifts far exceed the 0.2% noise. As far as random noise is concerned, the lock-in determines \(b_{\rm odd}\) much more closely than the heat-flow calculation can convert it into \(S_N\). The full set of values is in the numerical output below.

## Calculated quantities

```
Ideal second-harmonic phase: -90.00 deg
Lag test: true b: 0.6 (dimensionless)
Lag test: b from Y2 alone: 0.3659 (dimensionless)
Lag test: b from X2 and Y2: 0.6 (dimensionless)
Ni strip width: 5000 nm
Ni thickness: 20 nm
Contact misalignment: 50 nm
Base temperature: 300 K
Ni resistivity, rough: 15 uOhm cm
Resistance temp. coefficient, rough: 0.003 1/K
Nernst coefficient, rough: 0.2 uV/K
Relative Seebeck size, rough: 20 uV/K
Oxide thickness: 100 nm
Oxide conductivity, rough: 1.4 W/(m K)
Silicon thickness: 500 um
Silicon conductivity, rough: 148 W/(m K)
Peak current: 10 mA
Frequency: 137 Hz
Edge temperature asymmetry: 0.3 % of rise
Ni thermal conductivity: 48.86 W/(m K)
Peak current density: 1e+07 A/cm2
Peak mean gradient: 0.307 K/um
Peak temperature rise: 4.076 K
Peak Nernst voltage: 307 nV
Peak Seebeck voltage: 244.5 nV
Record time: 100 s
Noise density: 5 nV/sqrt(Hz)
Output noise: 0.5 nV
Reference phase set: 7 deg
Reference phase found: 7.000 deg
First harmonic, +m: 756.878 uV
Second harmonic, +m: 275.86 nV
Second harmonic, -m: 30.46 nV
Corrected second phase, +m: -90.07 deg
Corrected second phase, -m: 88.97 deg
a apparent, full current: 75.6878 mOhm
a apparent, half current: 75.1719 mOhm
a recovered: 75.0000 mOhm
a set: 75.0000 mOhm
b without phase correction, +m: 5.355 nV/mA2
b recovered, +m: 5.517 nV/mA2
b recovered, -m: -0.609 nV/mA2
b odd recovered: 3.063 nV/mA2
b odd set: 3.070 nV/mA2
b even recovered: 2.454 nV/mA2
b even set: 2.445 nV/mA2
Noise in one b: 0.010 nV/mA2
a recovered, converted: 1.826e-05 a.u.
b odd recovered, converted: 4.939e-09 a.u.
Neglected quartic change of Nernst b: 1.087 %
Neglected film-oxide lag: 0.001127 deg
Neglected silicon lag of total rise: 3.562 deg
Source distortion 1e-5, second harmonic: 7.5 nV
Offset 1 uA, second harmonic: 1.376 nV
Oersted field at film surface: 1.257 mT
Planar Hall peak, 1% imbalance at 1 T: 18.85 nV
Planar Hall / Nernst: 6.14 %
```
